# Escape from One Metastable Well: The Mel'nikov–Meshkov Depopulation Factor

An oxygen molecule sits in a void of a silica film, 0.25 nm from the top of a 1.0 eV barrier, at 1200 K. Suppose that once over the barrier it does not come back. Transition-state theory gives it an escape rate of $1.71\times10^{8}\ \mathrm{s^{-1}}$. If friction damps its motion at $0.05\ \mathrm{ps^{-1}}$, the theory derived below gives $2.41\times10^{7}\ \mathrm{s^{-1}}$, seven times less. In the same theory a tenfold larger friction, with all else fixed, makes the escape 4.6 times faster. The finite height of this barrier (Section 6) lowers both rates, the slower one by more than a tenth, and raises the ratio to about 5. The reason is that a thermal bath must supply the energetic particles that escape, and a weakly coupled bath supplies them slowly.

## 1. Energy exchanged in one round trip

A classical particle of mass $m$ moves in one dimension in a well of depth $E_b\gg k_BT$, and once over the top it does not come back. Its equation of motion is

$$m\dot v=-V'(q)-m\gamma v+\xi,\qquad \langle\xi(t)\xi(t')\rangle=2m\gamma k_BT\,\delta(t-t'). \tag{1}$$

In a time $dt$ the noise changes $v$ by a random amount of variance $2\gamma k_BT\,dt/m$. The energy $E=mv^2/2+V$ therefore changes by

$$dE=-m\gamma v^2dt+v\,\xi\,dt+\gamma k_BT\,dt. \tag{2}$$

The last term is $m/2$ times that variance. For weak friction we evaluate (2) along the undamped orbit at barrier energy, which runs from the top through the well and back. The first term gives the mean loss

$$\Delta E=\gamma\oint mv^2dt=\gamma S,\qquad S=\oint p\,dq. \tag{3}$$

The second term is a linear function of Gaussian noise, hence Gaussian, with variance $\int 2m\gamma k_BT\,v^2dt=2k_BT\,\Delta E$. The third term, noise heating, is small compared with $\Delta E$ when the barrier is high; its size is found in Section 6.

Let $x=(E-E_b)/k_BT$ and $\delta=\Delta E/k_BT$. One round trip changes $x$ by $u$ with probability density

$$g(u)=\frac{1}{\sqrt{4\pi\delta}}\exp\left[-\frac{(u+\delta)^2}{4\delta}\right], \tag{4}$$

of mean $-\delta$ and variance $2\delta$. Since $(u+\delta)^2/4\delta=(u^2+\delta^2)/4\delta+u/2$, we have

$$g(u)\,e^{u}=g(-u), \tag{5}$$

which is detailed balance. We use the same $g$ for all energies that matter, those within a few $k_BT$ of the top.

## 2. The integral equation

Let $f(x)\,dx$ be the rate at which particles arrive at the barrier with energy in $dx$, for one particle in the well. Those with $x<0$ turn back, make a round trip and arrive again. Those with $x>0$ leave. In a steady state

$$f(x)=\int_{-\infty}^{0}g(x-y)f(y)\,dy. \tag{6}$$

Deep in the well the population is thermal. The phase-space density is $e^{-E/k_BT}/Z$ with $Z\simeq 2\pi k_BT/\omega_0$ for a harmonic bottom of frequency $\omega_0$. Because $dq\,dp=dE\,dt$, the arrival rate in $dE$ is this density times $dE$. With $dE=k_BT\,dx$,

$$f(x)=A\,\varphi(x),\quad A=\frac{\omega_0}{2\pi}e^{-E_b/k_BT},\quad \varphi(x)e^{x}\to1\ \ (x\to-\infty). \tag{7}$$

The escape rate is

$$k=\int_0^\infty f\,dx=A\Upsilon,\qquad \Upsilon=\int_0^\infty\varphi(x)\,dx. \tag{8}$$

Here $A$ is the transition-state rate and $\Upsilon$ is the depopulation factor.

Put $\varphi=e^{-x}h$. Multiplying (6) by $e^{x}$ and using (5) gives

$$h(x)=\int_{-\infty}^{0}g(x-y)e^{x-y}h(y)\,dy=\int_{-\infty}^0 g(y-x)h(y)\,dy. \tag{9}$$

This has a direct meaning. Let a walker start at $x$ and take steps with density $g$. Then $h(x)$ is the probability that all its later positions are negative: the first step must land at some $y<0$, and the same must hold from there. Since the walk drifts downward, $h\to1$ deep in the well, as (7) requires. This bounded solution is unique. The difference of two such solutions equals, after any number of steps, its own average over surviving walkers, and this tends to zero as they drift to $-\infty$.

Two bounds will be needed. By (5), $\int g(u)e^{u}du=1$, so the average of $e^{\text{position}}$ is conserved. Stop the walk when it first returns to $x\ge0$. The stopped walkers contribute at least their probability to this average, so for a start at $x<0$

$$0\le1-h(x)\le e^{x}. \tag{10}$$

For $x>0$, (9) shows that $h(x)$ is at most the probability of a step below $-x$, which has a Gaussian tail.

## 3. Solution by factorization

Define the half-range transforms

$$\Phi_-(s)=\int_{-\infty}^0\varphi\,e^{sx}dx,\qquad \Phi_+(s)=\int_0^\infty\varphi\,e^{sx}dx. \tag{11}$$

The Gaussian tail makes $\Phi_+$ analytic for all $s$. Writing $h=1-(1-h)$,

$$\Phi_-(s)=\frac1{s-1}-\int_{-\infty}^0(1-h)e^{(s-1)x}dx. \tag{12}$$

By (10) the last integral converges for $\mathrm{Re}\,s>0$, and its modulus is at most $1/\mathrm{Re}\,s$. Thus $\Phi_-$ is analytic there apart from a pole at $s=1$ with residue 1.

The transform of the kernel is that of a Gaussian of mean $-\delta$ and variance $2\delta$:

$$\hat g(s)=\int_{-\infty}^{\infty}g(u)e^{su}du=e^{-\delta s(1-s)}. \tag{13}$$

The transform of (6) over all $x$ is $\Phi_++\Phi_-=\hat g\,\Phi_-$, first for $\mathrm{Re}\,s>1$ and then by continuation for $\mathrm{Re}\,s>0$:

$$\Phi_+(s)=-[1-\hat g(s)]\,\Phi_-(s). \tag{14}$$

In the strip $0<\mathrm{Re}\,s<1$, with $s=\sigma+i\lambda$, we have $|\hat g|=e^{-\delta[\sigma(1-\sigma)+\lambda^2]}<1$. The logarithm can be expanded as $\ln(1-\hat g)=-\sum_{n\ge1}\hat g^n/n$. Now $\hat g^n$ is the transform of $g_n$, the density after $n$ steps, which is (4) with $\delta$ replaced by $n\delta$. Splitting its range at $u=0$ gives $\ln(1-\hat g)=L_<+L_>$ with

$$L_<(s)=-\sum_{n=1}^\infty\frac1n\int_0^\infty g_ne^{su}du,\qquad L_>(s)=-\sum_{n=1}^\infty\frac1n\int_{-\infty}^0 g_ne^{su}du. \tag{15}$$

Lowering $\mathrm{Re}\,s$ reduces the first integrand in modulus, so $L_<$ is analytic for $\mathrm{Re}\,s<1$ and bounded for $\mathrm{Re}\,s\le\frac12$. Likewise $L_>$ is analytic for $\mathrm{Re}\,s>0$ and bounded for $\mathrm{Re}\,s\ge\frac12$. Equation (14) becomes

$$\Phi_+(s)\,e^{-L_<(s)}=-\Phi_-(s)\,e^{L_>(s)}\equiv F(s). \tag{16}$$

The left form defines $F$ for $\mathrm{Re}\,s<1$ and the right form for $\mathrm{Re}\,s>0$. They agree in the strip, so $F$ is analytic everywhere except at $s=1$, where its residue is $-e^{L_>(1)}$. The function $F(s)+e^{L_>(1)}/(s-1)$ has no singularity and is bounded in both half-planes, so by Liouville's theorem it is constant. As $s\to-\infty$ along the real axis, $\Phi_+\to0$ and the constant is seen to be zero. Hence

$$\Phi_+(s)=\frac{e^{L_>(1)+L_<(s)}}{1-s},\qquad \Upsilon=\Phi_+(0)=e^{L_>(1)+L_<(0)}. \tag{17}$$

The two exponents are equal, because (5) holds for $g_n$ too and turns $\int_{-\infty}^0g_n(u)e^{u}du$ into $\int_0^\infty g_n(u)du$. The latter is the chance that a Gaussian of mean $-n\delta$ and variance $2n\delta$ is positive, $\frac12\mathrm{erfc}(\sqrt{n\delta}/2)$. Therefore

$$\ln\Upsilon=-\sum_{n=1}^{\infty}\frac1n\,\mathrm{erfc}\left(\frac{\sqrt{n\delta}}2\right). \tag{18}$$

To obtain the integral form, set $Q=\lambda^2+\frac14$ and $I(t)=\int_{-\infty}^\infty e^{-tQ}d\lambda/Q$. Then $I'(t)=-\sqrt{\pi/t}\,e^{-t/4}$ and $I(\infty)=0$. Integrating back with $t'=4w^2$,

$$I(t)=\int_t^\infty\sqrt{\frac{\pi}{t'}}\,e^{-t'/4}dt'=4\sqrt\pi\int_{\sqrt t/2}^\infty e^{-w^2}dw=2\pi\,\mathrm{erfc}\left(\frac{\sqrt t}{2}\right). \tag{19}$$

Insert $\mathrm{erfc}(\sqrt{n\delta}/2)=I(n\delta)/2\pi$ in (18) and sum $-\sum e^{-n\delta Q}/n=\ln(1-e^{-\delta Q})$:

$$\Upsilon(\delta)=\exp\left\{\frac1{2\pi}\int_{-\infty}^{\infty}\frac{\ln\left[1-e^{-\delta(\lambda^2+1/4)}\right]}{\lambda^2+1/4}\,d\lambda\right\}. \tag{20}$$

Numerical quadrature of (20) gives $\Upsilon=0.0416$, 0.138, 0.443, 0.879 and 0.998 for $\delta=0.05$, 0.2, 1, 5 and 20. Each term of (18) rises with $\delta$, so $\Upsilon$ increases monotonically.

The solution also shows how escape disturbs the well. Near $s=0$, $1-\hat g\simeq\delta s$, and (14) gives $\Phi_-\simeq-\Upsilon/(\delta s)$. Since a constant $c$ has the transform $c/s$ on the negative half-line, deep in the well

$$\varphi(x)\simeq e^{-x}-\Upsilon/\delta. \tag{21}$$

The thermal part carries no net flow. The constant part, drifting by $-\delta$ per round trip, carries $(-\Upsilon/\delta)(-\delta)=\Upsilon$ upward, which is the escape current.

## 4. The two limits

**Small loss.** Since $I(0)=\int d\lambda/Q=2\pi$, subtracting $\ln\delta$ from the exponent of (20) gives

$$\ln\frac{\Upsilon}{\delta}=-\frac1{2\pi}\int\frac{r(\delta Q)}{Q}d\lambda+\frac1{2\pi}\int\frac{\ln Q}{Q}d\lambda,\quad r(y)=-\ln\frac{1-e^{-y}}{y}. \tag{22}$$

In the second integral put $\lambda=\frac12\tan\theta$, so that $Q=1/(4\cos^2\theta)$ and $d\lambda/Q=2\,d\theta$. It becomes $-4\int_{-\pi/2}^{\pi/2}\ln(2\cos\theta)\,d\theta=0$, because $\int_{-\pi/2}^{\pi/2}\ln\cos\theta\,d\theta=-\pi\ln2$. In the first, $r$ is non-negative, behaves as $y/2$ for small $y$ and grows as $\ln y$ for large $y$, so $r(y)\le Cy^{1/4}$ with some constant $C$. The integral is then at most $C\delta^{1/4}\int Q^{-3/4}d\lambda$, which is finite and vanishes with $\delta$. Thus

$$\Upsilon\to\delta=\frac{\Delta E}{k_BT},\qquad k\to\frac{\omega_0}{2\pi}\,\frac{\Delta E}{k_BT}\,e^{-E_b/k_BT}\qquad(\delta\to0). \tag{23}$$

The rate is proportional to friction: the bottleneck is diffusion in energy.

The approach to this limit is slow. Differentiating (18), with $\mathrm{erfc}'(z)=-2e^{-z^2}/\sqrt\pi$, gives

$$D(\delta)\equiv\frac{d\ln\Upsilon}{d\ln\delta}=\frac12\sqrt{\frac\delta\pi}\sum_{n=1}^\infty\frac{e^{-n\delta/4}}{\sqrt n}. \tag{24}$$

For small $\mu$, comparing sum and integral by the Euler–Maclaurin formula gives $\sum n^{-1/2}e^{-n\mu}=\sqrt{\pi/\mu}+\zeta(\tfrac12)+O(\mu)$. Here $\zeta(\frac12)=\lim_{N\to\infty}(\sum_{n\le N}n^{-1/2}-2\sqrt N)=-1.460$. With $\mu=\delta/4$, $D=1+\frac12\zeta(\frac12)\sqrt{\delta/\pi}+O(\delta^{3/2})$. Integrating $D/\delta$, with the constant fixed by (23),

$$\Upsilon\simeq\delta\,\exp\left[\zeta(\tfrac12)\sqrt{\delta/\pi}\right]=\delta\,e^{-0.824\sqrt\delta}. \tag{25}$$

At $\delta=0.01$ the ratio $\Upsilon/\delta$ from (20) is 0.921, so the linear law is already 9% too high relative to $\Upsilon$. At $\delta=0.1$, (25) gives 0.07706 against 0.07709 from (20). The square root comes from the discreteness of the steps. For continuous diffusion absorbed at the top, the profile (21) would vanish at $x=0$, which gives $\Upsilon=\delta$ exactly. With steps of width $\sqrt{2\delta}$, (21) and (25) show that the profile extrapolates to zero at $x=0.824\sqrt\delta$ instead, a distance proportional to that width.

**Large loss.** Since $\mathrm{erfc}(z)\le e^{-z^2}$ for $z\ge0$, (18) gives $0\le-\ln\Upsilon\le\sum e^{-n\delta/4}/n$, which tends to zero. The first term dominates, and $\mathrm{erfc}(z)\simeq e^{-z^2}/(z\sqrt\pi)$ yields

$$\Upsilon\to1,\qquad 1-\Upsilon\simeq\frac{2e^{-\delta/4}}{\sqrt{\pi\delta}}\qquad(\delta\to\infty). \tag{26}$$

One round trip now restores the thermal population up to the top, and the rate is that of transition-state theory.

The energy of the escaping particles shows the same change. From (17) their mean excess over the top is $\bar x=\Phi_+'(0)/\Phi_+(0)=1+L_<'(0)$, in units of $k_BT$. The mean positive part of the $n$-step Gaussian gives

$$\bar x=1-\sum_{n=1}^\infty\left[\sqrt{\frac{\delta}{\pi n}}\,e^{-n\delta/4}-\frac\delta2\,\mathrm{erfc}\left(\frac{\sqrt{n\delta}}2\right)\right]. \tag{27}$$

It is 0.172, 0.603 and 0.999 at $\delta=0.05$, 1 and 20. With large loss the escapers have the thermal mean $k_BT$. With small loss they leave soon after reaching the top.

## 5. The oxygen molecule

Take a cubic well with $y=q/a$, bottom at $y=0$ and top at $y=1$:

$$V=E_b(3y^2-2y^3),\qquad \omega_0^2=\omega_b^2=\frac{6E_b}{ma^2}. \tag{28}$$

The curvatures at bottom and top are equal and opposite, so $\omega_b$, the frequency of the inverted barrier, equals $\omega_0$. Since $E_b-V=E_b(1-y)^2(1+2y)$, the orbit at barrier energy turns at $y=-\frac12$. With $w=1+2y$,

$$S=2a\sqrt{2mE_b}\int_0^3\frac{(3-w)\sqrt w}{4}\,dw=2a\sqrt{2mE_b}\;\frac{3\sqrt3}{5}=\frac{36}{5}\,\frac{E_b}{\omega_0}, \tag{29}$$

where the last step uses $a\sqrt m=\sqrt{6E_b}/\omega_0$.

For $m=32$ u, $a=0.25$ nm and $E_b=1.0$ eV, $\omega_0=17.0\ \mathrm{rad\,ps^{-1}}$. At 1200 K, $k_BT=0.1034$ eV and $E_b/k_BT=9.67$, so $A=(17.0\times10^{12}/2\pi)\,e^{-9.67}=1.71\times10^8\ \mathrm{s^{-1}}$. For $\gamma=0.5\ \mathrm{ps^{-1}}$ the loss is $7.2\times(0.5/17.0)\times1.0=0.212$ eV, and $\delta=0.212/0.1034=2.05$. Quadrature of (20) then gives $\Upsilon=0.648$.

If friction does not depend on temperature, $\delta$ is proportional to $1/k_BT$, and the apparent activation energy is

$$E_{\rm app}=-\frac{d\ln k}{d(1/k_BT)}=E_b-k_BT\,D(\delta). \tag{30}$$

| $\gamma$ (ps⁻¹) | $\delta$ | $\Upsilon$ | $A\Upsilon$ (s⁻¹) | $E_{\rm app}$ (eV) |
|---|---|---|---|---|
| 0.05 | 0.205 | 0.141 | $2.41\times10^7$ | 0.916 |
| 0.5 | 2.05 | 0.648 | $1.11\times10^8$ | 0.953 |
| 5 | 20.5 | 0.999 | $1.71\times10^8$ | 0.999 |

In the last row $\gamma S$ is 2.1 eV, more than the depth of the well, so (3) no longer gives the actual loss. The large $\delta$ there shows only that the particle loses many $k_BT$ per trip and that the well stays nearly thermal.

By (30), an Arrhenius plot would understate the barrier by 0.08 eV in the first row; the finite-barrier corrections of Section 6, which also vary with temperature, are not included. The limit that (30) gives for $D\to1$ is $k_BT=0.10$ eV. For this well, with $E_b/k_BT$ only 9.67, the finite barrier raises that weak-friction limit to about 0.12 eV. The $E_{\rm app}$ of the first row is likewise too high, by a few hundredths of an eV.

## 6. Where the result fails

**Recrossing at the top.** So far the particle was removed at the top itself. If it is removed only well beyond the top, friction and noise can still turn it back. Near the top, $\dot v=\omega_b^2q-\gamma v+\xi/m$. Let $\Lambda>0$ solve $\Lambda(\Lambda+\gamma)=\omega_b^2$. Then $z=v+(\Lambda+\gamma)q$ obeys $\dot z=\Lambda z+\xi/m$. A particle starting at $q=0$ with velocity $v_0$ ends outside if $v_0+\eta>0$, where $\eta=\int_0^\infty e^{-\Lambda t}\xi\,dt/m$ has variance $\gamma k_BT/m\Lambda$. Averaging $v_0$ over the thermal distribution with this condition, and dividing by the one-way thermal flux, gives Kramers' factor

$$\kappa=\left(1+\frac{\gamma}{\Lambda}\right)^{-1/2}=\frac{\Lambda}{\omega_b}=\sqrt{1+\frac{\gamma^2}{4\omega_b^2}}-\frac{\gamma}{2\omega_b}. \tag{31}$$

For the three frictions $\kappa=0.999$, 0.985 and 0.864. In the last row the well is nearly thermal, so the rate with removal well beyond the top is close to $\kappa A=1.48\times10^8\ \mathrm{s^{-1}}$, not $A$. Removal at the top itself gives a rate between these two, because it also counts particles that would have returned. The factor (31) is exact only for a parabolic barrier, so a few per cent of error remains. The transition-state rate needs both $\delta\gg1$ and $\gamma\ll\omega_b$; for this well, by (29), $k_BT/7.2E_b\ll\gamma/\omega_b\ll1$. The lower bound here is 1/70, so the window is narrow.

**Finite barrier.** For an orbit of energy $E$, $dS/dE=\oint dq/v$ is its period. The noise heating per round trip is $\gamma k_BT$ times this period, or $k_BT\,d(\gamma S)/dE$. Heating and the energy dependence of the loss are thus of the same size. Exactly at the top the period diverges, but only logarithmically, so the heating is judged at a typical energy slightly below it. Quadrature for the cubic well shows that one $k_BT$ below the top the loss is 13% smaller than at the top, and the heating is 14% of the loss. Using the smaller loss in (20) lowers $\Upsilon$ at $\gamma=0.5\ \mathrm{ps^{-1}}$ from 0.648 to 0.605. At $0.05\ \mathrm{ps^{-1}}$, where $\Upsilon$ is nearly proportional to the loss, it falls by a larger fraction, from 0.141 to about 0.125.

A simulation of (1) includes both effects. By (8), $\Upsilon=\int_0^\infty e^{-x}h\,dx$ is the chance that a particle sent inward from the top, with thermally distributed excess energy, does not return. Of 20,000 such trajectories, followed until they returned or sank $7k_BT$ below the top, a fraction $0.619\pm0.003$ sank. The cubic well also has a partition function 1.7% above the harmonic one, which lowers the rate. Together these put the simulated rate at $0.5\ \mathrm{ps^{-1}}$ roughly 6% below $A\Upsilon$.

**The real film.** Oxygen crosses silica as a molecule during the thermal oxidation of silicon. A barrier near 1 eV, a hop of a few tenths of a nanometre and a furnace near 1200 K are rough typical values. The friction is not known, which is why it was scanned, and (1) takes it to be without memory; $\delta=1$ needs only $0.24\ \mathrm{ps^{-1}}$. I conjecture that a molecule touching its cage is damped more strongly than this. In that case $\Upsilon$ from (20) exceeds 0.44, and the weak coupling to the bath lowers the rate by a factor of at most about 2.5 once the finite barrier is allowed for. Irreversible escape is an idealization. Inside the film a molecule can hop back. The same holds next to the silicon: films up to some tens of nanometres thick grow at a rate set largely by the reaction there rather than by diffusion, so a molecule typically returns to the oxide many times before it is consumed. The rates above count first escapes from one void, not the growth of the oxide. With weak friction a molecule that has just entered the next void often still has enough energy to cross straight back, so the rate of hops that end with it trapped there is lower.

Glass also breaks the assumption of a single barrier. With a Gaussian spread $\sigma$ of barriers and the other factors fixed, the mean rate and the mean waiting time are both multiplied by $e^{\sigma^2/2(k_BT)^2}$, which is 1.6 for an assumed $\sigma=0.1$ eV. That exceeds the finite-barrier correction and, at $0.5\ \mathrm{ps^{-1}}$, is comparable with the effect of $\Upsilon$ itself. Rotation and the other two translations of the molecule are left out; they can exchange energy with the escape coordinate, and their effect is not estimated here.
